# Why the Dielectric Tensor of a Monolayer Supercell Depends on Vacuum

**Q:** I have computed the static dielectric tensor of an insulating monolayer with plane waves. The cell is 24 bohr high, which leaves plenty of vacuum, and the result is $\varepsilon_\parallel=1.116$ in the plane and $\varepsilon_\perp=1.068$ along the normal. I intend to report these two numbers as the dielectric constants of the material.

**A:** What do you get for the same layer in a cell 12 bohr high?

**Q:** 1.231 and 1.146. I took that as a sign that 12 bohr is too little vacuum, and that the larger cell is closer to convergence.

**A:** Closer to what? If you go on enlarging the cell, both numbers go on falling towards 1, the value for empty space. To see why, start from what the calculation defines as $\varepsilon$.

**Q:** It applies a macroscopic field $E$, finds the polarization $P$, and uses $\varepsilon-1=4\pi P/E$.

**A:** Yes, in Gaussian form with atomic units, which I shall keep. Here $E$ is the field averaged over the cell, and $P$ is the induced dipole moment divided by the cell volume. Let $p$ be the induced dipole per area of one layer and $L$ the height of the cell. The volume is area times $L$, so

$$P=\frac{p}{L},\qquad \varepsilon-1=\frac{4\pi p}{L\,E}.$$

The vacuum contributes nothing to $p$ but counts fully in $L$. The tensor therefore describes a stack of layers and vacuum.

**Q:** That gives $1/L$ if $p/E$ is independent of $L$. But the periodic images also polarize, and they act on the layer. Why should $p/E$ not change?

**A:** That has to be checked for each direction. I assume clamped nuclei, a static weak field, an insulating layer whose tensor is diagonal and isotropic in the plane, and neighbouring layers whose electron densities do not overlap. I also assume that the layer has no permanent dipole along the normal. Such a dipole $p_0$ would put the layer in a field $4\pi p_0/L$ in a periodic cell, and this field can change the polarizability itself. The field is uniform: its wavevector has gone to zero at fixed $L$.

Take the field along $x$, in the plane, and average all quantities over $x$ and $y$. The averaged induced charge density is $-dP_z/dz$, and the in-plane polarization does not enter it. For a diagonal tensor $\int P_z\,dz=0$, so the averaged charge of a layer has neither a net charge nor a dipole, and it produces no averaged field at the neighbours. Moreover $\nabla\times\mathbf E=0$ gives $\partial_zE_x=\partial_xE_z$, whose average over $x$ vanishes, so the averaged $E_x$ is the same at every height.

What remains is the part of the neighbours' field that varies within the plane, with reciprocal vectors $G_\parallel\neq0$. In vacuum its potential obeys Laplace's equation and decays as $e^{-G_\parallel|z|}$. For a square lattice of constant $a$ the slowest decay is $e^{-2\pi|z|/a}$. Up to such terms, each layer responds to $E$ as if it were alone: $p=\alpha_\parallel E$, where $\alpha_\parallel$ is the polarizability per area, a length. Therefore

$$\varepsilon_\parallel-1=\frac{4\pi\alpha_\parallel}{L}=\frac{\ell_\parallel}{L},\qquad \ell_\parallel=4\pi\alpha_\parallel .$$

**Q:** Then the same argument should give $\varepsilon_\perp-1=\ell_\perp/L$.

**A:** It does not, because now the averaged charge $-dP_z/dz$ carries a dipole per area. Which field is the same at every height in this case?

**Q:** The normal displacement, $D=E_z+4\pi P_z$, since there is no free charge.

**A:** And in the vacuum between the layers $P_z=0$, so the field there equals $D$. An isolated neutral layer in an external field also has that field on both sides, because a sheet of dipoles produces no uniform field outside itself. Each layer in the stack is thus in the situation of an isolated layer in an external field $D$:

$$p=\alpha_\perp D .$$

The average of $E_z=D-4\pi P_z$ over the cell is

$$E=D-\frac{4\pi p}{L}=D\left(1-\frac{4\pi\alpha_\perp}{L}\right).$$

With $D=\varepsilon_\perp E$ and $\ell_\perp=4\pi\alpha_\perp$, division by $D$ gives

$$1-\frac1{\varepsilon_\perp}=\frac{\ell_\perp}{L}.$$

So one minus the inverse constant is proportional to $1/L$. Solving for the constant itself,

$$\varepsilon_\perp-1=\frac{1}{1-\ell_\perp/L}-1=\frac{\ell_\perp}{L-\ell_\perp}=\frac{\ell_\perp}{L}+\frac{\ell_\perp^2}{L^2}+\dots$$

The form you proposed is the leading term for $L\gg\ell_\perp$.

**Q:** My code never mentions $D$. It fixes the average field $E$ and solves for a periodic induced potential. Where does the difference between $E$ and $D$ enter?

**A:** Through the missing $\mathbf G=0$ term of the Coulomb interaction. For charges averaged over the plane, the periodic interaction is

$$K(z)=\frac1L\sum_{G\neq0}\frac{4\pi}{G^2}e^{iGz}=-2\pi|z|+\frac{2\pi z^2}{L}+\frac{\pi L}{3},\qquad |z|\le L .$$

To check this, differentiate twice. The left side gives $-4\pi[\delta(z)-1/L]$ within a period, since the sum lacks its $G=0$ term. On the right, $-2\pi|z|$ gives $-4\pi\delta(z)$ and the parabola gives $4\pi/L$. The constant makes the average of $K$ zero.

The term $-2\pi|z|$ is the interaction of isolated charged sheets. The parabola is due to periodicity. Let $\sigma(z)$ be the averaged induced charge density, with $\int\sigma\,dz=0$ and $\int z\,\sigma\,dz=p$. The parabola adds the potential

$$\frac{2\pi}{L}\int(z^2-2zz'+z'^2)\,\sigma(z')\,dz'=-\frac{4\pi p}{L}z+\text{constant}.$$

The $z^2$ term vanishes by neutrality. Minus the slope is an extra field $+4\pi p/L$ on the layer. The layer therefore feels $E+4\pi p/L$, which is $D$. Solving $p=\alpha_\perp(E+4\pi p/L)$ for $p$ gives

$$p=\frac{\alpha_\perp E}{1-\ell_\perp/L},\qquad \varepsilon_\perp-1=\frac{4\pi p}{LE}=\frac{\ell_\perp/L}{1-\ell_\perp/L},$$

the same result as before.

**Q:** To be convinced I would want $\ell_\parallel$ and $\ell_\perp$ from a layer that really is isolated, and not from a fit to the supercells.

**A:** That can be done in a model, and all supercell numbers in this discussion, including those you quoted, refer to this model layer. Take a square lattice of Gaussian wells with $a=6$ bohr, depth 1.5 hartree and standard deviation 1.5 bohr, two electrons per well. The wells are the given effective potential of the electrons. The response includes the induced Hartree potential but no exchange-correlation kernel, which is the random-phase approximation.

The electron has charge $-1$, so a field $E$ along $r_j$ adds the potential energy $Er_j$. The induced Hartree potential adds $\sum_{\mathbf G\neq0}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Call the sum $\delta V$. First-order perturbation theory mixes an empty state $c$ into a filled state $v$ with amplitude $-\langle c|\delta V|v\rangle/\Delta$, where $\Delta=\epsilon_c-\epsilon_v>0$. Let $\rho_{\mathbf G}=\langle v|e^{-i\mathbf G\cdot\mathbf r}|c\rangle$. For a local potential $[H,r_j]=-ip_j$, hence $\langle v|r_j|c\rangle=ip_{vc}/\Delta$, with $p_{vc}=\langle v|p_j|c\rangle$. The wells have inversion symmetry, so $\rho_{\mathbf G}$ and $p_{vc}$ can be chosen real, and

$$\langle c|\delta V|v\rangle=-\frac{iE\,p_{vc}}{\Delta}+\sum_{\mathbf G}\rho_{\mathbf G}V_{\mathbf G}.$$

Two spins, and two conjugate terms made equal by time reversal, give the prefactor $C=4/(\Omega N_k)$ for cell volume $\Omega$ and $N_k$ k points. The polarization is $C\sum\langle v|r_j|c\rangle\langle c|\delta V|v\rangle/\Delta$, and the density change is $-C\sum\rho_{\mathbf G}\langle c|\delta V|v\rangle/\Delta$. Inserting the matrix element,

$$P=hE+iB^{T}V,\qquad \delta n=iBE-AV,$$

$$h=C\sum\frac{p_{vc}^2}{\Delta^3},\quad B_{\mathbf G}=C\sum\frac{\rho_{\mathbf G}p_{vc}}{\Delta^2},\quad A_{\mathbf{GG}'}=C\sum\frac{\rho_{\mathbf G}\rho_{\mathbf G'}}{\Delta}.$$

The Hartree potential is $V=v\,\delta n$, with $v$ the Coulomb kernel. Then $(1+Av)\,\delta n=iBE$, and

$$\frac PE=h-B^{T}v\,(1+Av)^{-1}B .$$

**Q:** And the choice of $v$ decides whether the layer has images?

**A:** Yes. With $v=4\pi/G^2$ the field $E$ is the average field in the stack, and $\varepsilon=1+4\pi P/E$. For an isolated layer, cut the interaction off at $|z|=L/2$. A charge wave $G_\parallel$ in a sheet has the potential $(2\pi/G_\parallel)e^{-G_\parallel|z|}$. Its Fourier integral over $|z|<L/2$ at $G_z=2\pi n/L$ is

$$v=\frac{4\pi}{G^2}\left[1-(-1)^n e^{-G_\parallel L/2}\right].$$

At $G_\parallel=0$ the sheet potential is $-2\pi|z|$ up to a constant that has no component with $n\neq0$. Its integral over $|z|<L/2$ is $-4\pi\left[z\sin(G_zz)/G_z+\cos(G_zz)/G_z^2\right]_0^{L/2}=(4\pi/G_z^2)[1-(-1)^n]$, so the formula holds there too. This reproduces the isolated interaction if the density is confined to a height below $L/2$, so that no pair of charges in the layer is affected by the cut and no image is reached. Now $E$ is the external field, and $\ell=4\pi LP/E$. In a 24 bohr cell this gives

$$\ell_\parallel=2.776\ \text{bohr}=1.469\ \text{Å},\qquad \ell_\perp=1.524\ \text{bohr}=0.807\ \text{Å}.$$

The first moment of the induced density, which is the dipole by definition, gives $\ell_\perp=1.531$ bohr, 0.4% higher.

**Q:** Let me use these on my 12 bohr cell. In the plane, $1+2.776/12=1.231$. Along the normal, $1/(1-1.524/12)=1/0.873=1.145$.

**A:** The periodic calculation gives 1.231 and 1.146. Here are the lengths extracted from the periodic cells, all in bohr:

| $L$ | $L(\varepsilon_\parallel-1)$ | $L(1-1/\varepsilon_\perp)$ | $L(\varepsilon_\perp-1)$ |
|---|---|---|---|
| 9 | 2.777 | 1.529 | 1.842 |
| 12 | 2.777 | 1.526 | 1.748 |
| 16 | 2.777 | 1.525 | 1.686 |
| 24 | 2.777 | 1.525 | 1.629 |

The first two columns of lengths settle; the last one drifts. At 12 bohr the last column exceeds the isolated $\ell_\perp$ by $1.748/1.524-1=15\%$, and at 24 bohr still by 7%. The excess is, to good accuracy, $\varepsilon_\perp-1$ of the same cell, because $L(\varepsilon_\perp-1)=\varepsilon_\perp L(1-1/\varepsilon_\perp)=\varepsilon_\perp\ell_\perp$.

**Q:** So I can take the lengths from a small cell, if I use the right combination. How well do they agree with the isolated layer?

**A:** The larger of the two relative deviations from the isolated lengths is 0.3% at 9 bohr and 0.08% at 12 bohr. It then stays near 0.05% at 16 and 24 bohr instead of continuing to fall. I have not traced the origin of this remainder. It is well below the 0.4% by which the two evaluations of the isolated $\ell_\perp$ differ.

This agreement is not the accuracy of the lengths themselves. The numbers above use a $4\times4\times2$ k grid. A $6\times6\times2$ grid at $L=12$ bohr gives $\ell_\parallel=2.817$ and $\ell_\perp=1.526$ bohr. The in-plane length rises by about 1.5%, while the other hardly moves. With the k grid and the basis both converged the lengths are 2.82 and 1.53 bohr, so of the two evaluations of $\ell_\perp$ the first moment is the more accurate. For this model I would quote 2.8 and 1.5 bohr, within the random-phase approximation.

**Q:** I still find it odd. For a bulk crystal I can double the cell and $\varepsilon$ stays put. Why is a bulk tensor a material constant and this one not?

**A:** Because doubling a bulk cell doubles the dipole along with the volume. Doubling the height of a monolayer cell adds vacuum alone. The model shows both. At $L=a=6$ bohr the wells form a simple cubic crystal. The one-layer cell gives $\varepsilon_{xx}=\varepsilon_{zz}=1.461$, as cubic symmetry demands, and a cell with two layers and twice the height gives 1.461 again. Both equalities were tested. The value itself belongs to a $4\times4\times4$ k grid; converged, it is 1.468, and the 24% quoted below becomes 25%.

**Q:** What do the monolayer laws say at 6 bohr?

**A:** They are outside their range there, since the layers are no longer separated. Inserting $L=6$ bohr anyway gives $\varepsilon_\parallel=1.463$ and $\varepsilon_\perp=1.341$. The second is clearly wrong: the crystal has 1.461. In terms of lengths, $6\,(1-1/1.461)=1.89$ bohr, 24% above the $\ell_\perp$ of the isolated layer.

The in-plane value, on the other hand, differs from the crystal's by only 0.002. I have no derivation for that closeness. Each field harmonic of a neighbour carries the factor $e^{-2\pi}\approx0.002$ at this distance, but also a prefactor $2\pi G_\parallel$, and several harmonics and neighbours add. For point dipoles of moment $d$ per site the sum is $0.66\,d/a^3$ along the normal, which changes $\ell_\perp$ by $0.66\,\ell_\perp/(4\pi a)\approx1\%$. This is far below 24%, so I suspect that the out-of-plane failure comes mainly from overlapping densities. The calculation does not separate the two effects.

**Q:** Suppose I remove the vacuum by hand. I assign the layer a thickness $t$ and compute the constant of the slab alone. Is that the material constant?

**A:** Try it. Treat the cell as a slab of thickness $t$ with constant $\varepsilon^{(t)}$, plus vacuum of thickness $L-t$. What does each direction give?

**Q:** In the plane both parts have the same $E$, so their polarizations add, like capacitors in parallel:

$$L\varepsilon_\parallel=t\,\varepsilon^{(t)}_\parallel+(L-t)\quad\Rightarrow\quad \varepsilon^{(t)}_\parallel-1=\frac{L(\varepsilon_\parallel-1)}{t}=\frac{\ell_\parallel}{t}.$$

Along the normal both have the same $D$, so the voltages add, like capacitors in series:

$$\frac{L}{\varepsilon_\perp}=\frac{t}{\varepsilon^{(t)}_\perp}+(L-t)\quad\Rightarrow\quad 1-\frac1{\varepsilon^{(t)}_\perp}=\frac{L(1-1/\varepsilon_\perp)}{t}=\frac{\ell_\perp}{t}.$$

The height $L$ has dropped out.

**A:** And $t$ has taken its place. For the model layer, $t=6$ bohr gives 1.46 and 1.34, while $t=8$ bohr gives 1.35 and 1.24. Both pairs reproduce the same supercell tensors, so those tensors cannot decide between them. The out-of-plane constant is also sensitive to small $t$: it diverges at $t=\ell_\perp$ and is negative below that. This is a property of the chosen description, since $\ell_\perp$ itself stays finite.

A slab constant can be useful, for instance to insert a layer into a continuum model of a device. Then $t$ must be stated with it, and the continuum model must use the same $t$. The lengths $\ell_\parallel$ and $\ell_\perp$ need no such choice.

**Q:** There is one more thing. People describe screening in a two-dimensional layer by a function of the wavevector $q$. How does that fit with a single number per cell?

**A:** The single number belongs to a particular order of limits. Consider a potential that varies as $e^{iqx}$ and has the same phase in all layers, with $q$ small enough that a layer acts as a thin sheet with the polarizability $\alpha_\parallel$. If the total potential at the sheets is $\phi$, the field there is $-iq\phi$ and the dipole per area is $-iq\alpha_\parallel\phi$. The induced charge per area is minus the divergence of this:

$$-iq(-iq\alpha_\parallel\phi)=-q^2\alpha_\parallel\phi .$$

Each sheet produces $(2\pi/q)e^{-q|z|}$ times its charge. Adding the contributions of all sheets, at distances $|n|L$, to the external potential gives

$$\phi=\phi_{\rm ext}-2\pi\alpha_\parallel q\,S\,\phi,\qquad S=\sum_{n=-\infty}^{\infty}e^{-|n|qL},$$

and so

$$\frac{\phi_{\rm ext}}{\phi}=1+\frac{\ell_\parallel q}{2}S .$$

With $x=e^{-qL}$ the geometric series is

$$S=1+\frac{2x}{1-x}=\frac{1+x}{1-x}=\coth\frac{qL}{2}.$$

**Q:** For $qL\ll1$ the hyperbolic cotangent is $2/(qL)$, and I recover $1+\ell_\parallel/L$. For $qL\gg1$ it is 1, and the screening becomes $1+\ell_\parallel q/2$, with no $L$ in it.

**A:** In the first regime the wave is longer than the layer spacing and all layers screen together. In the second, each layer screens alone. At $L=24$ bohr and $qL=0.01$, the sum over images gives 1.1157, the value of $\varepsilon_\parallel$ from the plane-wave calculation. A single layer at that $q$ would give 1.0006. Read as the screening ratio $\phi_{\rm ext}/\phi$, your 1.116 is thus the joint effect of all layers, and an isolated layer hardly screens such a long wave. This agrees with the earlier statement that each layer responds as if it were alone: there $E$ was the total field, which already contains the long-range field of all the sheets.

At $qL=10$ the image sum and the single-layer formula both give 1.578. That confirms the limit of the sum. It is not a prediction for the model layer, because $q=0.42$ bohr$^{-1}$ is too large for treating it as a thin sheet.

**Q:** Does the in-plane part survive if the layer is a metal?

**A:** No. In a metal the free carriers respond to a static uniform field in the plane without a finite limit, so there is no finite $\alpha_\parallel$ and no $\ell_\parallel$. The model layer has a gap of 0.35 hartree on its k grid, and of 0.31 hartree between the band edges at M and X, which the shifted grid misses, so the question does not arise there. The other condition to watch is overlap: check that the two lengths no longer change with $L$, because the tensor itself will go on changing.

**Q:** Then I report $\ell_\parallel=L(\varepsilon_\parallel-1)$ and $\ell_\perp=L(1-1/\varepsilon_\perp)$. From my 24 bohr cell these are $24\times0.1157=2.78$ bohr and $24\times(1-1/1.0679)=1.53$ bohr, which I round to 2.8 and 1.5 bohr because of the remaining numerical errors.

**A:** Say also that they are $4\pi$ times the polarizability per area in Gaussian form. In SI units the same lengths appear without the $4\pi$: the dipole per area is $\epsilon_0\ell_\parallel E$ in the plane, and $\epsilon_0\ell_\perp$ times the external field along the normal. The out-of-plane formula requires a tensor computed with local fields and the full periodic Coulomb interaction. Without local fields, $v=0$ above, it is $L(\varepsilon_\perp-1)$ that stays constant, and it is an unscreened response, larger than $\ell_\perp$. With a truncated interaction $E$ is the external field and $\ell_\perp=4\pi LP/E$ directly. If you print the supercell tensor as well, give $L$ beside it. The full set of values is in the numerical output below.

## Numbers as computed

```
lattice constant 6.0 bohr, well depth 1.5 hartree, well width 1.5 bohr
orbital cutoff 3.5 hartree, density cutoff 8.0 hartree, k grid 4 x 4 x 2
layer gap on the k grid: 0.351 hartree
isolated layer ell_par  = 2.7765 bohr = 1.4693 angstrom
isolated layer ell_perp = 1.5244 bohr = 0.8067 angstrom
ell_perp from moment of induced density = 1.5305 bohr
L (bohr) | eps_par | eps_perp | L(eps_par-1) | L(1-1/eps_perp) | L(eps_perp-1), last three in bohr
  9.0 | 1.30853 | 1.20463 | 2.7768 | 1.5288 | 1.8417
 12.0 | 1.23138 | 1.14565 | 2.7766 | 1.5256 | 1.7479
 16.0 | 1.17354 | 1.10536 | 2.7767 | 1.5251 | 1.6858
 24.0 | 1.11569 | 1.06786 | 2.7765 | 1.5252 | 1.6287
largest relative deviation from the laws, L = 9 bohr: 2.9e-03
largest relative deviation from the laws, L = 12 bohr: 7.9e-04
largest relative deviation from the laws, L = 16 bohr: 4.6e-04
largest relative deviation from the laws, L = 24 bohr: 4.9e-04
6 x 6 x 2 k grid, L = 12 bohr: ell_par = 2.8169 bohr, ell_perp = 1.5259 bohr
bulk gap on the k grid: 0.321 hartree
bulk, one-layer cell: eps_xx = 1.46072, eps_zz = 1.46072
bulk, two-layer cell: eps_xx = 1.46072, eps_zz = 1.46072
separated-layer laws used at L = 6 bohr: eps_par = 1.46275, eps_perp = 1.34061
largest relative deviation from the laws in bulk: 2.4e-01
L = 24 bohr, q = 0.000417 1/bohr: image sum 1.11569, single layer 1.00058
L = 24 bohr, q = 0.416667 1/bohr: image sum 1.57849, single layer 1.57843
assumed thickness 6.0 bohr: eps_par = 1.4627, eps_perp = 1.3406
assumed thickness 8.0 bohr: eps_par = 1.3471, eps_perp = 1.2354
```
